Rydberg-Klein-Rees inversion by Gauss-Jacobi quadrature, tested on a Morse curve

**Definitions and conventions**

A diatomic molecule with reduced mass μ moves in a single-well potential U(r), with U = 0 at its minimum r_e. Energies are in cm⁻¹ and lengths in Å. Define

s = v + 1/2,  β = ħ²/(2μ),

with β expressed in cm⁻¹ Å². G(s) is the vibrational energy above the minimum, and B(s) is the derivative of the energy with respect to J(J+1), at fixed s and J = 0. Both are smooth functions of continuous s, with G(0) = 0 and G′(s) > 0. The turning points at energy G(s) are r₁ < r₂.

The scheme computes two integrals,

f = √β ∫₀ˢ ds′ / √(G(s) − G(s′)),
g = (1/√β) ∫₀ˢ B(s′) ds′ / √(G(s) − G(s′)),

and from them

r₁ = √(f² + f/g) − f,  r₂ = √(f² + f/g) + f.

This holds within first-order WKB theory, where G and B are semiclassical functions. Measured constants are quantum quantities, and the difference is measured below.

**From quantization to Abel equations**

Rotation adds κ/r² to the potential, with κ = βJ(J+1). The momentum divided by ħ is √(E − U − κ/r²)/√β, so the WKB condition reads

s = (1/(π√β)) ∫ √(E − U − κ/r²) dr,

taken between the turning points. J(J+1) is kept as it stands, without replacement by (J+1/2)².

Differentiate with respect to E at κ = 0. The moving limits contribute nothing because the integrand vanishes there:

ds/dE = (1/(2π√β)) ∫ dr / √(E − U).  (1)

Now vary κ at fixed s. The total derivative of the action must vanish:

0 = ∫ (dE/dκ − 1/r²) / (2√(E − U)) dr.

Hence dE/dκ = ⟨r⁻²⟩, where the weight dr/√(E − U) is proportional to the time spent in dr. The average is over the classical orbit. Since κ = βJ(J+1), B = β⟨r⁻²⟩, and multiplication by (1) cancels the normalizing integral:

B ds/dE = (√β/(2π)) ∫ r⁻² dr / √(E − U).  (2)

Use the potential energy u as the variable. On the outer branch u rises from 0 to E and dr = r₂′(u) du. On the inner branch, followed outward from r₁, u falls from E to 0; reversing the limits gives −r₁′(u) du. Equation (1) becomes

2π√β ds/dE = ∫₀ᴱ [r₂ − r₁]′ du / √(E − u).  (3)

In (2) the outer branch gives r₂′/r₂² = (−1/r₂)′ and the inner branch gives −r₁′/r₁² = (1/r₁)′, so

(2π/√β) B ds/dE = ∫₀ᴱ [1/r₁ − 1/r₂]′ du / √(E − u).  (4)

**Inverting the Abel equations**

Multiply (3) by 1/√(ε − E) and integrate over E from 0 to ε. The double integral covers 0 < u < E < ε, so in exchanged order the inner integral is

∫ᵤ^ε dE / √((ε − E)(E − u)).

Put E = u + (ε − u) sin²φ. Then dE = 2(ε − u) sinφ cosφ dφ, while the denominator is (ε − u) sinφ cosφ. The integral is 2 · π/2 = π for every u. The remaining u integral is elementary, and r₂ − r₁ vanishes at u = 0:

2π√β ∫₀^ε (ds/dE) dE / √(ε − E) = π(r₂ − r₁).

With ε = G(s) and (ds/dE) dE = ds′, this is r₂ − r₁ = 2f. The same operations on (4) give 1/r₁ − 1/r₂ = 2g.

The second difference equals (r₂ − r₁)/(r₁r₂), so r₁r₂ = f/g. Therefore

(r₁ + r₂)² = (r₂ − r₁)² + 4r₁r₂ = 4(f² + f/g).

The positive root gives the half-sum R = √(f² + f/g), and r₁,₂ = R ∓ f.

Two limits check the factors. For s → 0, B can be taken outside its integral, so f/g → β/B(0), f → 0 and r_e = √(β/B(0)). For a harmonic oscillator, G = ωs gives f = 2√(βs/ω). Directly, U = K(r − r_e)² has ω = 2√(βK), so its amplitude √(ωs/K) is also 2√(βs/ω).

G alone fixes the width of the well at each energy; B fixes where that width lies.

**Removing the endpoint singularity**

Both integrands diverge as (s − s′)^(−1/2) at the upper limit. Introduce the divided difference

D(s,s′) = (G(s) − G(s′)) / (s − s′),

which is smooth and tends to G′(s) > 0 as s′ → s. Map the interval by s′ = s(1 + x)/2. Then ds′ = (s/2) dx and s − s′ = (s/2)(1 − x), so for any smooth F

∫₀ˢ F ds′/√(G(s) − G(s′)) = √(s/2) ∫₋₁¹ (1 − x)^(−1/2) F/√D dx.

The prefactor is (s/2)/√(s/2). The singular factor is now the Jacobi weight with exponents −1/2 at x = 1 and 0 at x = −1. With the corresponding nodes xᵢ and weights wᵢ,

integral ≈ √(s/2) Σ wᵢ F(sᵢ)/√D(s,sᵢ),  sᵢ = s(1 + xᵢ)/2.

The weights already contain (1 − x)^(−1/2); it must not be applied again. In the harmonic case D = ω, and for F = 1 one node suffices: the weights sum to 2√2, giving 2√(s/ω).

**Pseudocode**

    input: β, functions G and B, list of s, node count n
    x, w = Gauss-Jacobi rule, weight (1-x)^(-1/2)
    for each s > 0:
        sum_f = 0;  sum_g = 0
        for i = 1 to n:
            t = s*(1 + x[i])/2
            D = (G(s) - G(t))/(s - t)
            require D > 0
            term = sqrt(s/2)*w[i]/sqrt(D)
            sum_f = sum_f + term
            sum_g = sum_g + term*B(t)
        f = sqrt(β)*sum_f
        g = sum_g/sqrt(β)
        R = sqrt(f*f + f/g)
        output G(s) - G(0), R - f, R + f

The nodes are computed once. For N energies the work is O(Nn) evaluations of G and B, and no equation has to be solved iteratively. A constant added to G cancels in D, so term values measured from v = 0 can be used directly. The output line restores the energy above the minimum.

**The Morse reference**

Take U = Dₑ(1 − y)², with y = exp(−a(r − r_e)). At energy E let q = √(E/Dₑ) < 1. The turning points are at y = 1 ± q:

r₁ = r_e − ln(1 + q)/a,  r₂ = r_e − ln(1 − q)/a.

To find G, set y = 1 + q cosθ, with θ running from 0 at r₁ to π at r₂. Then √(E − U) = √Dₑ q sinθ and dr = −dy/(ay) = q sinθ dθ/(ay). Equation (1) becomes

ds/dE = (1/(2πa√(βDₑ))) ∫₀^π dθ/(1 + q cosθ) = 1/(2a√β √(Dₑ − E)),

because the angular integral is π/√(1 − q²). Integration from s = 0 at E = 0 gives a√β s = √Dₑ − √(Dₑ − E). Solving for E,

G(s) = 2a√(βDₑ) s − a²β s² = ωₑs − ωₑxₑs².

The same substitution gives the semiclassical B as β times the average of 1/r² over θ with weight 1/(1 + q cosθ). That average is evaluated numerically.

**Four nodes by hand**

The model has Dₑ = 40000 cm⁻¹, a = 2 Å⁻¹, r_e = 2 Å and μ = 1 u. Then β = 16.857629 cm⁻¹ Å², ωₑ = 3284.6435 cm⁻¹ and ωₑxₑ = 67.4305 cm⁻¹. For v = 5, s = 5.5 and

G = 3284.6435 · 5.5 − 67.4305 · 30.25 = 16025.77 cm⁻¹.

The four values of wᵢ/√Dᵢ, in order of increasing s′, are

0.286318/√2884.9060 = 0.005331
0.628989/√2778.2892 = 0.011933
0.887296/√2645.3357 = 0.017252
1.025825/√2555.3868 = 0.020293.

Their sum, taken before rounding the terms, is 0.054808. With √(5.5/2) = 1.658312 and √β = 4.105804,

f = 4.105804 · 1.658312 · 0.054808 = 0.37317 Å.

Multiplying the four terms by B = 4.172599, 4.015737, 3.814170 and 3.673585 cm⁻¹ gives the sum 0.210511, so

g = 1.658312 · 0.210511/4.105804 = 0.085024 Å⁻¹.

Carrying unrounded values of f and g, f/g = 4.389019 Å², f² = 0.139258 Å² and R = √(0.139258 + 4.389019) = 2.127975 Å. The turning points R ∓ f are 1.75480 and 2.50115 Å. In the numerical output they agree with the Morse values to all eight printed decimals.

**Convergence**

At v = 10 the known f is 0.58211440 Å. Gauss-Jacobi errors are 1.0×10⁻⁵ Å with two nodes and 3.1×10⁻¹⁰ Å with four; with eight and sixteen they are at rounding level. Gauss-Legendre applied to the unregularized integrand is still wrong by 0.0162 Å with sixteen nodes, about 3% of f, and its error roughly halves when n doubles. A scaling estimate explains this: its last node lies a distance of order s/n² from the endpoint, and an inverse square root integrated over that distance contributes an amount of order 1/n.

The fast convergence has a condition. For Morse, D = ωₑ − ωₑxₑ(s + s′), which vanishes at s′ = ωₑ/ωₑxₑ − s. At v = 10 this is 38.2, far outside the interval from 0 to 10.5. As s approaches the dissociation value ωₑ/(2ωₑxₑ) = 24.4, the zero moves onto the endpoint and G′(s) → 0. More nodes are then needed, and at the limit r₂ diverges.

With 32 nodes and semiclassical input, the largest turning-point error for v = 0 to 14 is 1.5×10⁻¹⁴ Å.

**A second potential**

A quadratic G could hide a defect in the treatment of D. The Kratzer potential U = Dₑ(1 − r_e/r)² tests a different form. Including rotation, its action contains

I = ∫ √(−A + 2b/r − C/r²) dr,  A = Dₑ − E, b = Dₑr_e, C = Dₑr_e² + κ.

Differentiation gives dI/db = ∫ dr/√(−Ar² + 2br − C) = π/√A. The interval closes at b = √(AC), where I = 0, so I = π(b/√A − √C). Quantization therefore gives

√β s = Dₑr_e/√(Dₑ − E) − √(Dₑr_e² + κ).

Solving for E at κ = 0, and differentiating with respect to κ before setting it to zero, with P = √β s + √Dₑ r_e:

G = Dₑ − Dₑ²r_e²/P²,  B = β Dₑ^(3/2) r_e/P³.

The turning points are r_e/(1 ± q). Inversion with the same Dₑ, r_e and β reproduces them within 2.2×10⁻¹³ Å.

**Using quantum levels as data**

Spectroscopy supplies discrete levels and B_v = β⟨v|r⁻²|v⟩. This expectation value is the derivative of the quantum energy with respect to J(J+1) at J = 0, by first-order perturbation theory. It is not the classical orbit average.

To measure the consequence, the radial Schrödinger equation for the model was diagonalized on a grid. Its levels v = 0 to 14 agree with the quadratic G within 1.5×10⁻¹⁰ cm⁻¹. The energies relative to v = 0 were fitted by a quadratic in s, and the B_v by a polynomial of degree nine. Extrapolation to s = 0 returns a zero-point energy of 1625.4641 cm⁻¹, equal to the diagonalized value at the printed precision, and r_e = 2.0000085 Å.

The inverted turning points are slightly too large. At v = 0 both move outward by 8.7×10⁻⁶ Å, and at v = 14 by 2.56×10⁻⁵ Å. The formula explains the common shift. If f is correct and g changes by δg, then R² = f² + f/g gives

δR = −(f/g)(δg/g)/(2R),

while r₂ − r₁ = 2f is unchanged. The quantum B_v are smaller than the semiclassical values at the printed levels, by a relative 8.8×10⁻⁶ at v = 0 and 4.0×10⁻⁵ at v = 14. Thus g is too small and R too large.

Fitting is not the main source of error: semiclassical B values at the same levels, fitted to the same degree, give turning points within 1.1×10⁻⁸ Å. A mass test identifies the order of the effect. The Morse orbit depends on s and β through s√β, so replacing 1 u by 9 u and v by 3v + 1 leaves it unchanged. A leading relative correction proportional to ħ²/μ should then fall ninefold. The fitted ratio for v = 0 to 8 at the lighter mass is 8.999.

**Stability and failure modes**

A small length error can be a visible error in U at fixed r. The Morse slope has magnitude 2aDₑ y|1 − y|. On the inner wall at v = 14, y = 1.91 and the slope is about 2.8×10⁵ cm⁻¹/Å, so the shift of 2.56×10⁻⁵ Å produces the largest inner-wall error, 7.2 cm⁻¹. On the outer wall the slope cannot exceed aDₑ/2 = 40000 cm⁻¹/Å, and the largest error is 0.435 cm⁻¹. These are errors of U at fixed r, and the errors of the levels need not be as large: a shift common to both turning points at each energy keeps the width of the well, and by (3) the width alone fixes the semiclassical G. A refinement that solves the radial equation should therefore compare B_v as well as the levels.

For relative errors η_f and η_g in the two integrals, differentiation of R² gives

δR = [f²η_f + (f/g)(η_f − η_g)/2]/R,  δr₁,₂ = δR ∓ fη_f.

Near the bottom f is small and R ≈ r_e, so δR ≈ r_e(η_f − η_g)/2: both integrals share the same kernel, so f/g is β divided by a weighted mean of B and tends to β/B(0). An error in G cancels in this limit and η_f − η_g ≈ −δB/B, so an error in B displaces the whole narrow well. With f/g = R² − f² = r₁r₂, the inner point obeys δr₁ = r₁(r₁η_f − r₂η_g)/(2R), so an error in g weighs more than an equal error in f. High up the inner wall is steep and r₁ changes little from level to level, so errors in f or g that vary with s can make it bend outward with increasing energy. An r₁ that fails to decrease, or an r₂ that fails to increase, cannot belong to a single-well potential. Faulty input and a molecule outside the scheme are possible causes; whatever the cause, the calculation should stop.

The subtraction G(s) − G(s′) loses digits near x = 1. The last node lies about s/n² from the endpoint, so the relative rounding error of that difference grows roughly as n². The weight of that node falls as 1/n, so the error in the integrals grows more slowly, roughly as n, and stays small. Once the quadrature has converged, however, a larger n adds only rounding error. If G = Σ cₖsᵏ, the subtraction can be avoided by using

D = Σₖ cₖ Σⱼ sʲ s′^(k−1−j),  k ≥ 1, j = 0 to k − 1.

The lower limit also needs care. Quantum levels extrapolated to s = 0 need not reach the potential minimum. For Kratzer, write Dₑr_e² = βl(l+1); the radial equation is then of Coulomb form, with the condition Dₑr_e/√(β(Dₑ − E)) = v + l + 1. Since l + 1/2 = √(Dₑr_e²/β + 1/4), the quantum levels follow from the WKB formula by replacing √Dₑ r_e in P with √(Dₑr_e² + β/4). At s = 0 this leaves

E = Dₑ − Dₑ²r_e²/(Dₑr_e² + β/4) ≈ β/(4r_e²),

about 1.05 cm⁻¹ for the present parameters. The Morse levels show no such offset here. For a general molecule it is a further correction, of order ħ², to the energy origin.

Finally, the inversion describes U only up to the highest level supplied. Potentials with two wells at one energy violate the two-branch step in (3), and their separate wells cannot be recovered from a single G and B. Extrapolation towards dissociation needs a separate physical model of the long-range potential.

Calculated quantities

```
well depth = 40000 cm^-1, a = 2.0 1/Angstrom
r_eq = 2.0 Angstrom, reduced mass = 1.0 u
beta = 16.857629 cm^-1 Angstrom^2
omega_e = 3284.6435 cm^-1
omega_e x_e = 67.4305 cm^-1
B at the minimum = 4.214407 cm^-1
Four-node calculation, v=5, semiclassical B
G(5) = 16025.7659 cm^-1
x, weight, s', D (cm^-1), B (cm^-1)
-0.844313 0.286318 0.428139 2884.9060 4.172599
-0.269355 0.628989 2.009274 2778.2892 4.015737
0.447631 0.887296 3.980986 2645.3357 3.814170
0.932703 1.025825 5.314935 2555.3868 3.673585
f = 0.37317350 Angstrom, g = 0.08502436 1/Angstrom
f/g = 4.38901890 Angstrom^2
RKR inner, outer = 1.75480144, 2.50114845 Angstrom
Morse inner, outer = 1.75480144, 2.50114845 Angstrom
Error in f at v=10 (Angstrom); known f = 0.58211440
nodes, Gauss-Jacobi, Gauss-Legendre
2 1.0e-05 1.08e-01
4 3.1e-10 5.97e-02
8 1.6e-15 3.15e-02
16 6.1e-15 1.62e-02
max error, semiclassical input: 1.5e-14 Angstrom
max error, Kratzer test: 2.2e-13 Angstrom
Inversion of quantum data, v=0..14
max level error of diagonalization: 1.5e-10 cm^-1
zero-point energy from fit: 1625.4641 cm^-1
r_eq from fit: 2.0000085 Angstrom
v, G (cm^-1), quantum B, semiclassical B (cm^-1)
0 1625.4641 4.1655186 4.1655553
5 16025.7659 3.6537399 3.6537879
10 27054.5419 3.0861449 3.0862130
14 33450.0641 2.5698452 2.5699468
v, RKR inner, outer (Angstrom), common shift (1e-6 Angstrom)
0 1.9081879 2.1125722 8.719
5 1.7548131 2.5011601 11.689
10 1.6999362 2.8641650 16.988
14 1.6753057 3.2294576 25.588
max turning-point error: 2.56e-05 Angstrom
max error with semiclassical B fit: 1.1e-08 Angstrom
max width error: 2.3e-14 Angstrom
max energy error, inner wall: 7.167 cm^-1
max energy error, outer wall: 0.435 cm^-1
B deviation ratio, mass 1 u to 9 u: 8.999
```
